# Piezoelectric charge of c-axis dislocations in wurtzite crystals and junctions, part 1

(Sections cited here and not found follow in the second part.)

## First half: the uniform crystal

A straight dislocation runs along the c axis of an infinite, insulating wurtzite crystal. Its strain polarizes the crystal, and a polarization $\mathbf P$ that varies in space carries the bound charge density $\rho=-\nabla\cdot\mathbf P$. The problem is to find this charge, first in a uniform crystal and then where two crystals meet.

The $z$ axis lies along c, $r$ and $\theta$ are polar coordinates in the basal plane, and $\mathbf u$ is the displacement. The strain is $\varepsilon_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i)$. The Burgers vector $\mathbf b$ is the increase of $\mathbf u$ on a counterclockwise circuit about the line. A screw has $\mathbf b$ along $z$, an edge has $\mathbf b$ along $x$, and $b>0$ in both cases.

The dislocation is ideal: the text treats linear elasticity and linear piezoelectricity, and leaves out dangling bonds, trapped carriers, core chemistry, jogs and polarization caused by strain gradients. Since this is a continuum problem, SI units are used, with lengths in nanometres.

### (a) Which strains polarize the crystal?

**Question.** The crystal class 6mm contains a rotation by $60^\circ$ about $z$ and mirror planes that contain $z$. Find the linear laws for polarization and stress.

**Solution.** Combine components so that a rotation by an angle $\alpha$ multiplies each combination by $e^{im\alpha}$:

- $m=0$: $P_z$, $\varepsilon_{zz}$ and $\varepsilon_{xx}+\varepsilon_{yy}$;
- $m=1$: $P_x+iP_y$ and $\varepsilon_{xz}+i\varepsilon_{yz}$;
- $m=2$: $\varepsilon_{xx}-\varepsilon_{yy}+2i\varepsilon_{xy}$.

The complex conjugates have $-m$. A linear relation between quantities with numbers $m$ and $m'$ survives the rotation only if $e^{i(m-m')\pi/3}=1$, so $m-m'$ must be a multiple of 6. Between polarization and strain $|m-m'|$ is at most 3, which leaves $m=m'$. Hence $P_x+iP_y=2\kappa(\varepsilon_{xz}+i\varepsilon_{yz})$ with a constant $\kappa$. The mirror $x\to-x$ turns each of these two combinations into minus its complex conjugate, so the relation must also hold with $\kappa^*$. Thus $\kappa$ is real. Calling it $e_{15}$, we have

$$P_x=2e_{15}\varepsilon_{xz},\qquad P_y=2e_{15}\varepsilon_{yz},$$
$$P_z=e_{31}(\varepsilon_{xx}+\varepsilon_{yy})+e_{33}\varepsilon_{zz}.\tag{1}$$

The elastic energy is quadratic in strain, and each term must have total $m=0$, because the largest possible $|m|$ is 4. Its density is therefore

$$\begin{aligned}W={}&\tfrac14(C_{11}+C_{12})(\varepsilon_{xx}+\varepsilon_{yy})^2+C_{13}(\varepsilon_{xx}+\varepsilon_{yy})\varepsilon_{zz}+\tfrac12C_{33}\varepsilon_{zz}^2\\&+2C_{44}(\varepsilon_{xz}^2+\varepsilon_{yz}^2)+\tfrac12C_{66}\left[(\varepsilon_{xx}-\varepsilon_{yy})^2+4\varepsilon_{xy}^2\right].\end{aligned}$$

Differentiation gives $\sigma_{xx}=\partial W/\partial\varepsilon_{xx}$. Its coefficient of $\varepsilon_{xx}$ is $\tfrac12(C_{11}+C_{12})+C_{66}$, which must equal $C_{11}$, so $C_{66}=(C_{11}-C_{12})/2$. The other stresses needed are

$$\sigma_{xy}=2C_{66}\varepsilon_{xy},\quad \sigma_{xz}=2C_{44}\varepsilon_{xz},\quad \sigma_{yz}=2C_{44}\varepsilon_{yz}.$$

The basal plane is elastically isotropic, so the direction of an edge Burgers vector within it does not matter.

### (b) What does the existing polarization do?

**Question.** Wurtzite has a polarization $P_0\hat{\mathbf z}$ before the dislocation is introduced. Find the charge that arises when the deformation carries it along.

**Solution.** Let $F_{ij}=\delta_{ij}+\partial_ju_i$. A small cell with its dipole along $z$ is stretched and turned, so its dipole is multiplied by $F_{i3}$, while its volume is multiplied by $\det F$. The carried polarization is $F_{i3}P_0/\det F$. To first order $\det F=1+\nabla\cdot\mathbf u$, and the change is

$$\delta P_i^{\rm carried}=P_0\left(\partial_zu_i-\delta_{iz}\nabla\cdot\mathbf u\right).\tag{2}$$

Its divergence is $P_0[\partial_z(\nabla\cdot\mathbf u)-\partial_z(\nabla\cdot\mathbf u)]=0$ wherever $\mathbf u$ is locally smooth. Carrying a uniform polarization thus creates no bulk charge at this order. The coefficients in (1) describe what remains after this effect is separated; they are called the proper coefficients. The full first-order change of $\mathbf P$ is the sum of (1) and (2).

### (c) The screw

**Question.** Find the polarization and charge of the screw, including any charge concentrated on its line.

**Solution.** Take $u_z=u_z(x,y)$ and no other displacement. Force balance along $z$ reads

$$\partial_x\sigma_{xz}+\partial_y\sigma_{yz}=C_{44}(\partial_x^2+\partial_y^2)u_z=0 .$$

An axially symmetric strain allows $u_z=b\theta/2\pi+k\ln r$ with a constant $k$; the first term gives the required closure. The second transmits a force $2\pi C_{44}k$ per unit length through every circle about the line. No external force acts on the line, so $k=0$ and $u_z=b\theta/2\pi$. Since $\partial_x\theta=-y/r^2$ and $\partial_y\theta=x/r^2$, equation (1) gives

$$\mathbf P=\frac{e_{15}b}{2\pi r^2}(-y,x,0)=\frac{e_{15}b}{2\pi r}\,\hat{\boldsymbol\theta}.\tag{3}$$

The carried term (2) vanishes, because $\partial_z\mathbf u=0$ and $\nabla\cdot\mathbf u=0$. Away from the line,

$$\nabla\cdot\mathbf P=\frac{e_{15}b}{2\pi}\left(\frac{2xy}{r^4}-\frac{2xy}{r^4}\right)=0.$$

A field that grows as $1/r$ could still hide a line charge at $r=0$. To look for it, multiply by a smooth function $f(x,y)$ that vanishes far away. The divergence including the line is defined by $\int f\,\nabla\cdot\mathbf P\,d^2r=-\int\mathbf P\cdot\nabla f\,d^2r$. Outside a small circle of radius $\delta$,

$$\int_{r>\delta}\mathbf P\cdot\nabla f\,d^2r=\frac{e_{15}b}{2\pi}\int_\delta^\infty\frac{dr}{r}\int_0^{2\pi}\frac{\partial f}{\partial\theta}\,d\theta=0,$$

because $f$ returns to its value after a turn. The omitted disc contributes at most an amount proportional to $\delta$, which tends to zero. The continuum field has no line charge. By contrast, a radial field $\hat{\mathbf r}/r$ would give $-2\pi f(0)$ for the same integral, the sign of a real line source.

For a numerical example take round model parameters: $b=0.50$ nm for the screw, $e_{15}=-0.30$ C/m² and $r=10$ nm. The engineering shear is $2\varepsilon_{\theta z}=b/(2\pi r)=0.50/(2\pi\times10)=7.96\times10^{-3}$, so $P_\theta=-0.30\times7.96\times10^{-3}=-2.39\times10^{-3}$ C/m². The polarization is not zero, but its lines close around the dislocation.

### (d) The edge

**Question.** Find the strain, polarization and charge of the edge.

**Solution.** The displacement lies in the basal plane and is independent of $z$. Define the dilatation $\Theta=\partial_xu_x+\partial_yu_y$, the rotation $\omega=\partial_xu_y-\partial_yu_x$ and $q=C_{66}/C_{11}$. The stress law gives the force balance

$$C_{66}\nabla^2\mathbf u+(C_{11}-C_{66})\nabla\Theta=0 .$$

Insert $\nabla^2u_x=\partial_x\Theta-\partial_y\omega$ and $\nabla^2u_y=\partial_y\Theta+\partial_x\omega$:

$$\partial_x\Theta=q\,\partial_y\omega,\qquad \partial_y\Theta=-q\,\partial_x\omega .$$

These are the Cauchy–Riemann equations, so $\Theta+iq\omega$ is an analytic function of $\zeta=x+iy$. An ideal line brings no length except $b$, and the strain is linear in $b$. The function must therefore be $K/\zeta$, with a complex constant $K$.

Let $D=u_x+iu_y$. Direct differentiation gives $2\partial_\zeta D=\Theta+i\omega$. Using $\Theta=\tfrac12(K/\zeta+\bar K/\bar\zeta)$ and $i\omega=(K/\zeta-\bar K/\bar\zeta)/2q$, we integrate to

$$D=\frac14\left[\left(1+\frac1q\right)K\ln\zeta+\left(1-\frac1q\right)\bar K\frac{\zeta}{\bar\zeta}\right]+M\ln\bar\zeta .$$

The last term is the allowed function of $\bar\zeta$ with the same scaling. Two conditions fix $K$ and $M$.

First, no external force acts on the line. With outward normal $\mathbf n$, one has $(n_x+in_y)\,dl=-i\,d\zeta$. Splitting the stress into its mean and its difference part, the force through a circle is

$$F_x+iF_y=-i(C_{11}-C_{66})\oint\Theta\,d\zeta+2iC_{66}\oint\partial_{\bar\zeta}D\,d\bar\zeta .$$

On the circle $\oint d\zeta/\zeta=2\pi i$ and $\oint d\bar\zeta/\bar\zeta=-2\pi i$, while $\oint d\zeta/\bar\zeta$ and $\oint\zeta\,d\bar\zeta/\bar\zeta^2$ vanish. The force is thus $\pi(C_{11}-C_{66})K+4\pi C_{66}M$. Setting it to zero gives $M=\tfrac14(1-1/q)K$.

Second, $D$ grows by $b$ in one circuit:

$$b=2\pi i\left[\frac14\left(1+\frac1q\right)K-M\right]=\frac{\pi iK}{q},\qquad K=-\frac{ibq}{\pi}.$$

The real and imaginary parts of $D$ are, up to a rigid shift,

$$u_x=\frac b{2\pi}\left[\theta+(1-q)\frac{xy}{r^2}\right],$$
$$u_y=-\frac b{2\pi}\left[q\ln r+(1-q)\frac{x^2-y^2}{2r^2}\right],\tag{4}$$

and the real part of $K/\zeta$ is

$$\Theta=-\frac{bq}{\pi}\frac{y}{r^2}=-\frac{bq}{\pi}\frac{\sin\theta}{r}.\tag{5}$$

The side $y>0$ is compressed. As $\varepsilon_{xz}=\varepsilon_{yz}=\varepsilon_{zz}=0$, equations (1) and (2) give

$$\delta P_x=\delta P_y=0,\qquad \delta P_z=(e_{31}-P_0)\Theta(x,y).\tag{6}$$

The charge is $\rho=-\partial_z\delta P_z=0$. Nothing accumulates along a vertical column, because the same polarization enters at its lower end and leaves at its upper end. This also excludes a line charge: for a smooth function $f(x,y,z)$ that vanishes far away, $\int\delta P_z\,\partial_zf\,dz=0$ in each column. Since $\Theta$ is integrable through $r=0$, the sum over columns is zero.

With $b=0.30$ nm, $C_{11}=400$ GPa and $C_{12}=150$ GPa, $q=125/400=0.3125$. At $r=10$ nm and $\theta=90^\circ$, $\Theta=-0.30\times0.3125/(10\pi)=-2.98\times10^{-3}$. For $e_{31}=-0.40$ and $P_0=-0.03$ C/m², $\delta P_z=(-0.37)\times(-2.98\times10^{-3})=1.10\times10^{-3}$ C/m². This number belongs to the chosen $P_0$: the bulk polarization of a crystal is defined only up to a fixed quantum, and another allowed value of $P_0$ would give another $\delta P_z$. The bulk charge is zero for every choice.

### (e) Does electrical feedback change the answer?

**Question.** An electric field would itself stress the crystal. Does this alter the results of (c) and (d)?

**Solution.** No field existed before the dislocation was introduced. The fields here do not depend on $z$, so the carried polarization adds neither charge nor the dipole force $P_0\partial_z\mathbf E$. In compact notation, with $e$ the piezoelectric tensor and $\epsilon$ the permittivity, the coupled laws are

$$\sigma=C\varepsilon-e^{T}\mathbf E,\qquad \mathbf D=e\varepsilon+\epsilon\mathbf E,$$

with $\nabla\cdot\sigma=0$, $\nabla\cdot\mathbf D=0$ and $\nabla\times\mathbf E=0$. Put $\mathbf E=0$. The first balance is the elastic equation already solved, and the second is $\nabla\cdot(e\varepsilon)=0$, already shown. The purely elastic displacement is therefore also a solution of the coupled problem, without an approximation of weak coupling. A nonzero $\mathbf D=e\varepsilon$ is compatible with zero field because its divergence vanishes.

## Second half: tilted lines, junctions and surfaces

The symbols are those of the first half: $z$ is the c axis, $r,\theta$ are basal polar coordinates, $b$ is the Burgers length, $C_{ij}$ are stiffnesses and $q=C_{66}/C_{11}$. The proper piezoelectric coefficients are $e_{15},e_{31},e_{33}$, and $P_0$ is the polarization present before the dislocation. In a uniform crystal, a c-axis screw has $\mathbf P=e_{15}b\hat{\boldsymbol\theta}/(2\pi r)$. A c-axis edge has dilatation $\Theta=-(bq/\pi)\sin\theta/r$ and $\delta P_z=(e_{31}-P_0)\Theta$. Both have zero bulk charge. A deformation that carries a uniform $P_0$ creates no bulk charge wherever the displacement is locally smooth.

### (f) Is the direction of the line essential?

**Question.** Lay an edge line along $x$, in the basal plane, with its Burgers vector along $y$. For simplicity let the crystal be elastically isotropic, while its piezoelectric law keeps the wurtzite form. Find the charge density at a point $z=0$, $y>0$.

In a uniform crystal, ideal screw and edge dislocations along the c axis change the polarization but create no bulk charge, and electrical feedback does not alter this. It remains to answer the question just posed about an edge lying in the basal plane, and to find what happens where a c-axis dislocation crosses a junction or meets a free surface.
